# Manninen's Screened-Poisson Iteration as Kerker Mixing of the Electrostatic Potential, part 1

(Sections cited here and not found follow in the second part.)

## 1. The screened equation and the Kerker formula

A self-consistent calculation for a jellium slab, whose electrons are held by a fixed well, starts from zero electrostatic potential. The electrons are placed in the levels of the well, and Poisson's equation returns a potential whose longest-wavelength Fourier coefficient is 0.04496 hartree. The Manninen iteration, given the same electrons, moves that coefficient to 0.00139 hartree, about 3% of the way. No mixing parameter was set to 3%. The only parameter supplied to the iteration was a wave number $k=0.8$ bohr$^{-1}$, which enters through a term $k^2v$ added to both sides of Poisson's equation for the potential energy $v$.

The reduction is the Kerker factor $G^2/(G^2+k^2)$ at that wavelength. The whole iteration is Kerker mixing of the electrostatic potential, with the mixing parameter equal to one.

### Signs, neutrality and the two potentials

Hartree atomic units are used. All quantities depend on $z$, the coordinate normal to the surface. The electron number density is $n(z)$ and the positive background is $n_+(z)$. The electrostatic potential $\phi$ is produced by the charge density $n_+-n$, so $\phi''=-4\pi(n_+-n)$. An electron has charge $-1$ and potential energy $v=-\phi$. Substituting $\phi=-v$ in the equation for $\phi$ gives

$$
-v''=4\pi(n-n_+).
$$

Excess electrons therefore raise $v$, as they should, because they repel another electron. With $L=-d^2/dz^2$ and $\rho=n-n_+$, this reads $Lv=4\pi\rho$. In three dimensions $L=-\nabla^2$, and the algebra below is unchanged.

An iteration holds an old potential $v_{\rm old}$. The electrons respond to it with a density $n[v_{\rm old}]$. The map from potential to density may come from Kohn-Sham orbitals or from an orbital-free model; the equivalence does not require it to be linear. Two potentials can be built from the result:

- The Poisson output $v_{\rm out}$ solves $Lv_{\rm out}=4\pi\rho$ with $\rho=n[v_{\rm old}]-n_+$.
- The next input $v_{\rm new}$ is what the iteration passes on.

Take first a periodic cell of length $\ell$, and write $f(z)=\sum_G f_G e^{iGz}$ with $G=2\pi m/\ell$ and $m$ an integer. Since $L$ multiplies $f_G$ by $G^2$, the component $G=0$ of Poisson's equation is $0=4\pi\rho_0$. A periodic solution exists only if the cell is neutral, which is assumed from here on. The constant part of $v_{\rm out}$ is then free. It shifts all levels together and leaves the density at fixed electron number unchanged.

### Adding the same term to both sides

Poisson's equation for a self-consistent potential is $Lv=4\pi(n[v]-n_+)$. Adding $k^2v$ to both sides, with $k>0$, changes nothing. It becomes the Manninen iteration when the left side is evaluated with the new potential and the right side with the old one:

$$
(L+k^2)v_{\rm new}=4\pi\left(n[v_{\rm old}]-n_+\right)+k^2v_{\rm old}. \tag{1}
$$

The source on the right is known, so each step is a linear screened-Poisson problem. In the periodic cell, $L+k^2$ multiplies each Fourier component by $G^2+k^2$, which is at least $k^2$ and so never zero. The solution exists and is unique.

By the definition of $v_{\rm out}$, the first term on the right of (1) is $Lv_{\rm out}$. Hence

$$
(L+k^2)v_{\rm new}=Lv_{\rm out}+k^2v_{\rm old}.
$$

Subtract $(L+k^2)v_{\rm old}$ from both sides. The two terms $k^2v_{\rm old}$ on the right cancel:

$$
(L+k^2)(v_{\rm new}-v_{\rm old})=L(v_{\rm out}-v_{\rm old}).
$$

Applying the inverse of $L+k^2$ gives

$$
v_{\rm new}=v_{\rm old}+P\,(v_{\rm out}-v_{\rm old}),
\qquad P=(L+k^2)^{-1}L. \tag{2}
$$

In Fourier components this is

$$
v_{{\rm new},G}=v_{{\rm old},G}+\frac{G^2}{G^2+k^2}
\left(v_{{\rm out},G}-v_{{\rm old},G}\right). \tag{3}
$$

Kerker mixing with parameter $\alpha$ has $\alpha G^2/(G^2+k^2)$ in front of the residual $v_{\rm out}-v_{\rm old}$. Equation (3) is the case $\alpha=1$. No expansion was made, so the identity holds far from self-consistency as well as near it.

The number at the start can now be traced. In a cell of 44 bohr the lowest nonzero wave number is $G_1=2\pi/44=0.1428$ bohr$^{-1}$, so $G_1^2=0.02039$ bohr$^{-2}$ and

$$
\frac{G_1^2}{G_1^2+k^2}=\frac{0.02039}{0.02039+0.64}=0.03088 .
$$

The old coefficient is zero. The new one is therefore $0.03088\times0.04496=0.001388$ hartree, the value found by solving (1).

### What the unit parameter means

To see which equation would correspond to another $\alpha$, multiply the correction in (2) by $\alpha$ and apply $L+k^2$:

$$
(L+k^2)v_{\rm new}=(L+k^2)v_{\rm old}+\alpha\left(4\pi\rho-Lv_{\rm old}\right)
=4\pi\alpha\rho+\left[k^2+(1-\alpha)L\right]v_{\rm old}.
$$

The right side reduces to that of (1) when $\alpha=1$. For other values, the source charge is scaled and a second derivative of the old potential appears. A code that solves (1) and then mixes its solution linearly with $v_{\rm old}$, taking a fraction $\alpha$ of the change, is performing Kerker mixing with that $\alpha$.

The limits of $P$ explain the role of $k$. For $G\gg k$ the factor tends to one, and short-wavelength components take almost the full Poisson output. For $G\ll k$ it tends to $G^2/k^2$. This cancels the $1/G^2$ by which Poisson's equation amplifies a long-wavelength charge error. At $G=0$ the correction vanishes, so the cell average of $v$ stays at its starting value.

The fixed points do not depend on $k$. If $v_{\rm new}=v_{\rm old}$, then $P(v_{\rm out}-v_{\rm old})=0$. Each component with $G\ne0$ has a nonzero factor, so the residual can only be a constant, which has no physical effect. The choice of $k$ changes the path to a solution and leaves the solution itself alone.

### The same filter acting on charge

Every neutral-cell potential $v_{\rm old}$ can be assigned an input density $n_{\rm in}$ through $Lv_{\rm old}=4\pi(n_{\rm in}-n_+)$. Define $n_{\rm next}$ from $v_{\rm new}$ in the same way, and write $n_{\rm out}=n[v_{\rm old}]$. Apply $L/4\pi$ to (2). Since $P$ is a function of $L$, the two commute, and the background cancels from the differences:

$$
n_{\rm next}=n_{\rm in}+P\,(n_{\rm out}-n_{\rm in}).
$$

This is Kerker mixing of the density, again with unit parameter. The density $n_{\rm in}$ is a label for the potential and need not be the density of any electron state. For the start $v_{\rm old}=0$ it equals $n_+$. The filter does not guarantee that later input densities are positive everywhere, which matters if a code evaluates a density functional from them.

### An isolated surface

For a single surface between a half-space of metal and a half-space of vacuum, the cell is replaced by the infinite line, and solutions of (1) are required to be bounded. Two bounded solutions would differ by a function $w$ with $-w''+k^2w=0$, that is, $w=Ae^{kz}+Be^{-kz}$. Boundedness at both ends forces $A=B=0$, so the solution is unique.

It is obtained with the Green function

$$
g(z)=\frac{e^{-k|z|}}{2k}.
$$

Away from $z=0$, $g''=k^2g$. At $z=0$ the slope changes from $+1/2$ to $-1/2$, so $-g''$ contains a unit delta function and $(L+k^2)g=\delta(z)$. With a star for convolution, (1) has the solution

$$
v_{\rm new}=g*\left(4\pi\rho+k^2v_{\rm old}\right).
$$

Because $L=(L+k^2)-k^2$, the Kerker operator on the line is

$$
P=1-k^2\,g*\,. \tag{4}
$$

The integral of $g$ is $2\cdot\frac{1}{2k}\cdot\frac1k=1/k^2$. A constant $c$ is therefore mapped to $c-k^2c/k^2=0$, and the free constant in $v_{\rm out}$ drops out here too.

A surface usually carries a dipole layer. Let $\rho$ be localized with zero total charge. Then $v_{\rm out}'(z)=-4\pi\int_{-\infty}^z\rho(t)\,dt$. Integrating once more over the whole line, by parts, gives

$$
v_{\rm out}(\infty)-v_{\rm out}(-\infty)=4\pi\int_{-\infty}^{\infty}z\,\rho(z)\,dz .
$$

The boundary term vanishes because the accumulated charge is zero at both ends. With vacuum at positive $z$, electrons that spill outward give a positive moment and a barrier that holds them in.

The old potential will in general have a different barrier. Let the residual $r=v_{\rm out}-v_{\rm old}$ tend to $r_\infty$ at large $z$. There $g*r$ tends to $r_\infty/k^2$, because $g$ samples only a neighbourhood of width about $1/k$. Equation (4) gives $Pr\to r_\infty-r_\infty=0$. One step therefore leaves the far limits of the old potential unchanged, even if the Poisson output has the correct barrier.

For a sharp residual step, $r=0$ for $z<0$ and $r=\Delta$ for $z>0$, the integral can be done. At $z>0$, $k^2g*r=\Delta(1-\tfrac12e^{-kz})$, so

$$
Pr=\tfrac12\Delta\,e^{-kz}\quad(z>0).
$$

By the corresponding integral, $Pr=-\tfrac12\Delta e^{kz}$ for $z<0$. The correction to the barrier is confined to a distance of order $1/k$ from the surface.

A smooth case shows this in numbers. Take $v_{\rm old}=0.05\tanh(z/2)$ and $v_{\rm out}=0.12\,{\rm erf}(z)$, in hartree with $z$ in bohr, and $k=0.8$ bohr$^{-1}$.

| $z$ (bohr) | $v_{\rm old}$ (hartree) | $v_{\rm out}$ (hartree) | $v_{\rm new}$ (hartree) |
|---:|---:|---:|---:|
| 0.7 | 0.01682 | 0.08134 | 0.05088 |
| 3.0 | 0.04526 | 0.12000 | 0.05218 |
| 25.0 | 0.05000 | 0.12000 | 0.05000 |

At 3 bohr the correction is $0.05218-0.04526=0.0069$ hartree. The sharp-step formula with $\Delta=2(0.12-0.05)=0.14$ hartree gives $0.07e^{-2.4}=0.0064$ hartree, but this closeness is accidental. The tail of $\tanh(z/2)$ decays as $e^{-z}$, nearly as slowly as $e^{-kz}$, and at large $z$ the correction approaches $0.278e^{-z}-0.073e^{-0.8z}$ hartree. It is 1.4 times the sharp-step value at 2 bohr and 0.4 times it at 5 bohr, and it changes sign near 7 bohr. The two cases share only the confinement of the correction to a few bohr around the surface. At 25 bohr the old value survives to the digits shown.

### Boundary conditions and discretization

The derivation used one operator $L$ in both equations. This extends to a matrix $L$ on a grid: if $Lv_{\rm out}=4\pi\rho$ and $L+k^2$ is invertible, (2) follows without reference to the continuum. If the Poisson and screened solvers use different approximations to the second derivative, the two forms agree only to the discretization error.

On a finite interval with fixed end values, $v_{\rm old}$, $v_{\rm out}$ and $v_{\rm new}$ must share those values. Their differences then vanish at the ends, and $P$ is built from $L$ with zero end values. An old potential that violates the end conditions lies outside this argument.

A charged periodic cell also lies outside it. The $G=0$ component of (1) still has a solution,

$$
v_{{\rm new},0}=v_{{\rm old},0}+\frac{4\pi\rho_0}{k^2},
$$

but $v_{\rm out}$ does not exist, so there is no residual to mix. The screened solver raises no alarm in this situation; it shifts the potential at each step. Neutrality should be checked separately.

### Exchange and correlation

The identity concerns the electrostatic potential. Suppose the electrons also feel an exchange-correlation potential $x$, with old value $x_{\rm in}$ and value $x_{\rm out}$ from the output density. One way to proceed is to iterate $v$ by (1) and insert $x_{\rm out}$ without mixing:

$$
u_{\rm fresh}=v_{\rm old}+P(v_{\rm out}-v_{\rm old})+x_{\rm out}.
$$

Kerker mixing of the complete effective potential gives instead

$$
u_{\rm full}=v_{\rm old}+x_{\rm in}+P\left(v_{\rm out}-v_{\rm old}+x_{\rm out}-x_{\rm in}\right).
$$

Subtracting, the electrostatic terms cancel and

$$
u_{\rm fresh}-u_{\rm full}=(1-P)(x_{\rm out}-x_{\rm in})
=k^2(L+k^2)^{-1}(x_{\rm out}-x_{\rm in}). \tag{5}
$$

The difference is a smoothed copy of the change in $x$. It is largest, relative to that change, at long wavelengths, where $1-P=k^2/(G^2+k^2)$ approaches one. For local exchange evaluated with two densities of the slab treated below, the one belonging to $v=0$ and the self-consistent one, it reaches 0.0069 hartree, including any constant part. A fixed external potential has equal input and output values, so it causes no such difference.

## 2. Convergence, the slab and the choice of $k$

The symbols carried over are these. The electrostatic potential energy of an electron is $v$, $L=-d^2/dz^2$, and $n[v]$ is the electron density produced by $v$ in a neutral periodic cell with background $n_+$. The iteration is $(L+k^2)v_{\rm new}=4\pi(n[v_{\rm old}]-n_+)+k^2v_{\rm old}$. It equals $v_{\rm new}=v_{\rm old}+P(v_{\rm out}-v_{\rm old})$, where $v_{\rm out}$ is the Poisson output and $P$ multiplies a Fourier component by $G^2/(G^2+k^2)$. Until the last subsection, any other potential acting on the electrons is fixed.

### The error operator

Let $v_*$ be a self-consistent solution and $e=v_{\rm old}-v_*$ a small error. To first order the density changes by $(\delta n/\delta v)e$. Define

$$
Q=-4\pi\,\frac{\delta n}{\delta v}.
$$

Subtract the equation satisfied by $v_*$ from the iteration. The background cancels, and

$$
(L+k^2)e_{\rm new}=(k^2-Q)e,
\qquad J=(L+k^2)^{-1}(k^2-Q), \tag{6}
$$

with $e_{\rm new}=Je$. The term $k^2$ comes from the old potential on the right of the iteration, and $-Q$ from the electrons moving away from places where $v$ has risen.

Two properties of $Q$ are needed. For independent electrons at fixed number, let $E[v]$ be the lowest energy in the potential $v$. Each allowed state has an energy that is linear in $v$, and $E$ is the minimum over these linear functions, so it is concave. Its first derivative is the density, $n=\delta E/\delta v$. Hence $\delta n/\delta v$ is a second derivative of $E$: it is symmetric, and concavity makes it non-positive. It follows that $Q$ is symmetric and non-negative. The argument assumes that the second derivative exists, which can fail when a level is just beginning to fill.

A constant shift of $v$ does not change the density, so $Q$ applied to a constant is zero. Such a shift is an eigenvector of $J$ with eigenvalue one. It is physically irrelevant and is excluded below by considering errors with zero cell average. The iteration preserves this average.

Let $Je=\lambda e$, and let angle brackets denote expectation values in the normalized function $e$. Multiplying $(k^2-Q)e=\lambda(L+k^2)e$ by $e^*$ and integrating gives

$$
\lambda=\frac{k^2-\langle Q\rangle}{\langle L\rangle+k^2}.
$$

The expectation values are real, so every eigenvalue is real. The distances from the two limits of convergence are

$$
1-\lambda=\frac{\langle L\rangle+\langle Q\rangle}{\langle L\rangle+k^2},
\qquad
1+\lambda=\frac{\langle L\rangle+2k^2-\langle Q\rangle}{\langle L\rangle+k^2}. \tag{7}
$$

The first is positive, because $\langle L\rangle>0$ for any non-constant function. No physical eigenvalue reaches $+1$ in a finite cell. The second can become negative.

In the inner product weighted by $L+k^2$, $J$ is self-adjoint, so its smallest eigenvalue is the minimum of the quotient for $\lambda$ over all trial functions. All eigenvalues therefore exceed $-1$ if and only if $L+2k^2-Q$ is positive on functions of zero average. This means

$$
k^2>\tfrac12\,\lambda_{\max}(Q-L), \tag{8}
$$

where $\lambda_{\max}$ is the largest eigenvalue on that space. Under this condition, sufficiently small errors decay. Equation (8) does not guarantee convergence from a distant starting potential.

The Manninen iteration has been shown to be Kerker mixing of the electrostatic potential with unit parameter, and condition (8) gives the values of $k$ for which small errors decay. It remains to apply these results to the uniform gas and the slab, to choose $k$, and to see how unmixed exchange-correlation affects convergence.
